# Free-carrier absorption by acoustic phonons: the three-halves wavelength law, part 2

How does light absorption by free carriers scattered by acoustic phonons depend on wavelength $\lambda$? Formulas are in SI units. Electrons (charge $-e$, mass $m$, density $N$, energy $E=\hbar^2k^2/2m$) are Maxwell–Boltzmann distributed at temperature $T$. Light of angular frequency $\omega$ has field amplitude $E_0=\omega A_0$, with $A_0$ the vector-potential amplitude, in a medium of refractive index $n$. Scattering takes $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$. In $\mp$, the upper sign means phonon emission.

The photon vertex, for polarisation $\hat{\mathbf e}$, is

$$D_{\mathbf k}=\frac{eA_0\hbar}{2m}\,\mathbf k\cdot\hat{\mathbf e}.$$

Phonons have energy $\hbar\omega_q=\hbar v_sq$ and occupation $N_q$; $v_s$ is the sound speed, $\rho$ the mass density, $\Xi$ the deformation potential and $c_l=\rho v_s^2$. For $\hbar\omega_q\ll k_BT$ and $\hbar\omega_q\ll\hbar\omega$, the combined squared phonon element times volume is $C=\Xi^2k_BT/c_l$, independent of $\mathbf q$. The density of states per spin is $g(E)=(2m)^{3/2}\sqrt E/(4\pi^2\hbar^3)$. One carrier's absorption rate $W$ is proportional to $(k'^2+k^2)\,g(E+\hbar\omega)$, and the absorption coefficient is

$$\alpha=\frac{N\hbar\omega W}{I}=\frac{2N\hbar\omega W}{n\varepsilon_0cE_0^2},$$

with $I$ the intensity. For carriers initially at rest it is

$$\boxed{\alpha_\infty=\frac{\sqrt2\,Ne^2\,\Xi^2k_BT\,\sqrt m}{3\pi\,n\varepsilon_0c\,c_l\,\hbar^{7/2}\,\omega^{3/2}}}
\qquad\text{with}\quad \omega=\frac{2\pi c}{\lambda}.$$

For warm carriers, with stimulated emission subtracted, $x=\hbar\omega/k_BT$ and $u=E/k_BT$, $\alpha=\alpha_\infty F(x)$, where

$$F(x)=\frac{2}{\sqrt\pi}\,\frac{1-e^{-x}}{x^{3/2}}\,J(x),\qquad
J(x)=\int_0^\infty\!\sqrt{u(u+x)}\,(2u+x)\,e^{-u}\,du .$$

At large $x$ the local exponent $p=d\ln\alpha/d\ln\lambda$ is

$$p=\frac32+\frac{15}{4x}-\frac{15}{2x^2}+\dots$$

The final output also lists a two-level check of the second-order matrix element: states one photon energy apart ($\hbar=\omega=1$), with oscillating energies $0.06\cos t$ and $-0.04\cos t$ and constant coupling 0.002, followed for 955 periods. With "equal drives" both amplitudes are 0.06, and the formula predicts no transfer.

The integral $J(x)$ has so far been expanded only for large $x$.

**Q.** And when $x$ is not large?

**A.** The integral can be done. Put $u+x/2=(x/2)\cosh t$. Then $\sqrt{u(u+x)}=(x/2)\sinh t$, $2u+x=x\cosh t$ and $du=(x/2)\sinh t\,dt$, so

$$J=\frac{x^3}{4}\,e^{x/2}\int_0^\infty\sinh^2t\,\cosh t\;e^{-z\cosh t}\,dt,\qquad z=\frac x2 .$$

Because $\sinh t\,e^{-z\cosh t}=-(1/z)\,d(e^{-z\cosh t})/dt$, integration by parts moves the derivative onto $\sinh t\cosh t=\tfrac12\sinh2t$. The boundary terms vanish. What remains is

$$\frac1z\int_0^\infty\cosh2t\;e^{-z\cosh t}\,dt=\frac{K_2(z)}{z},$$

which is the integral definition of the modified Bessel function $K_2$. Thus $J=\tfrac12x^2e^{x/2}K_2(x/2)$ and

$$\boxed{\alpha=\alpha_\infty F(x),\qquad F(x)=\sqrt{\frac x\pi}\;e^{x/2}K_2\!\left(\frac x2\right)\left(1-e^{-x}\right)}$$

**Q.** Does this return the classical $\lambda^2$ when the photon energy is small?

**A.** Yes, including the coefficient. For $x\to0$ the integral becomes $J\to\int_0^\infty2u^2e^{-u}du=4$, and $1-e^{-x}\to x$. Therefore $F\to8/\sqrt{\pi x}$, and $\alpha\propto\omega^{-3/2}\omega^{-1/2}=\omega^{-2}$.

For the classical calculation, let $\tau(E)$ be the relaxation time. Scattering is isotropic, so its rate is the golden-rule rate without light, $1/\tau=(2\pi/\hbar)Cg(E)$. The Boltzmann equation for a field varying as $e^{-i\omega t}$ gives a change $f_1$ of the distribution $f_0$ that satisfies

$$\left(\frac1\tau-i\omega\right)f_1=e\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial E}
=-\frac{e\,\mathbf E\cdot\mathbf v}{k_BT}f_0 .$$

The current is $-e\mathbf v$ summed over $f_1$. Isotropy replaces the squared velocity along the field by $2E/3m$, and for $\omega\tau\gg1$ the real part of $1/(1/\tau-i\omega)$ is $1/(\omega^2\tau)$. The real conductivity is then

$$\sigma'=\frac{Ne^2}{m\omega^2}\,\Gamma,\qquad \Gamma=\frac{2}{3k_BT}\left\langle\frac E\tau\right\rangle=\frac{8}{3\sqrt\pi}\,\frac1{\tau(k_BT)} .$$

The last step uses $1/\tau\propto\sqrt E$ and $\langle u^{3/2}\rangle=(2/\sqrt\pi)\int_0^\infty u^2e^{-u}du=4/\sqrt\pi$. The absorbed power $\tfrac12\sigma'E_0^2$ divided by the intensity gives

$$\alpha_{\rm cl}=\frac{\sigma'}{n\varepsilon_0c}
=\frac{8\sqrt2}{3\pi^{3/2}}\,\frac{Ne^2C\sqrt{m\,k_BT}}{n\varepsilon_0c\,\hbar^4\omega^2}.$$

Multiplying $\alpha_\infty$ by $8/\sqrt{\pi x}$ gives the same expression.

**Q.** So the exponent falls steadily from 2 to 3/2?

**A.** Not steadily. With $w=u+x/2$, the integrand of $J$ is $2w\sqrt{w^2-x^2/4}\,e^{x/2-w}$. To order $x^2$ this gives $J=e^{x/2}(4-x^2/4)$. Also $e^{x/2}(1-e^{-x})=2\sinh(x/2)\simeq x(1+x^2/24)$. Hence $\alpha\propto x^{-2}(1-x^2/48)$ and $p\simeq2+x^2/24$. The exponent first rises a little above 2 and later falls.

**Q.** Show me numbers for a device material.

**A.** Take electrons in silicon at 300 K, with $N=10^{17}\ \mathrm{cm^{-3}}$ and $\lambda=1550$ nm. Rough typical parameters are $\Xi=9$ eV, $c_l=166$ GPa and $n=3.45$. Silicon's valleys also respond to shear waves, so $\Xi$ is here an effective constant that stands for all acoustic waves. The longitudinal and transverse masses, 0.92 and 0.19 $m_0$, give $m=(m_lm_t^2)^{1/3}=0.321\,m_0$. The photon energy is 0.800 eV and $k_BT=25.85$ meV, so $x=30.9$. In SI units,

$$\alpha_\infty=\frac{\sqrt2\,(10^{23})(1.602\times10^{-19})^2(1.442\times10^{-18})^2(4.142\times10^{-21})(5.411\times10^{-16})}{3\pi\,(9.158\times10^{-3})(1.66\times10^{11})(1.204\times10^{-119})(4.237\times10^{22})}.$$

The last factor above is $\sqrt m$; the denominator contains $n\varepsilon_0c$, $c_l$, $\hbar^{7/2}$ and $\omega^{3/2}$. The result is $2.31\ \mathrm{m^{-1}}=0.0231\ \mathrm{cm^{-1}}$. With $F=1.12$, $\alpha=0.026\ \mathrm{cm^{-1}}$, or 0.11 dB/cm. The classical formula gives 0.0188 $\mathrm{cm^{-1}}$, so the quantum result is larger by a factor 1.39.

At fixed $N$, $T$ and $n$, the model gives:

| $\lambda$ (nm) | $x$ | $\alpha$ (cm$^{-1}$) | $p$ |
|---:|---:|---:|---:|
| 1550 | 30.9 | 0.026 | 1.61 |
| 3000 | 16.0 | 0.078 | 1.71 |
| 5000 | 9.6 | 0.19 | 1.82 |
| 10000 | 4.8 | 0.72 | 2.00 |

**Q.** You treated the phonons as slow and classical. Have you tested that?

**A.** The golden-rule integral was evaluated with Bose factors and phonon energies retained. With the sound speed divided by 30 at fixed $c_l$, it gives 0.02602 $\mathrm{cm^{-1}}$, equal to the formula at that precision. With the sound speed divided by 100 and $x=200$, its exponent is 1.5185, against 1.5188 from $3/2+15/(4x)$.

At the actual sound speed and 1550 nm, the absorption is 1.8 per cent above the formula. The phonon energy is about 14 meV, not far below $k_BT$. The small effect is explained by $2N_q+1=(2k_BT/\hbar\omega_q)[1+(\hbar\omega_q/k_BT)^2/12+\dots]$, whose correction is 2.6 per cent for a 14 meV phonon and 3.0 per cent when averaged over the momentum transfers of warm carriers. The slight preference for phonon emission, which lowers the final energy, takes some of it back.

**Q.** Silicon has six ellipsoidal valleys. Does that alter the power?

**A.** Not while the ellipsoids remain parabolic and the scattering strength is constant. Put $k_i=\sqrt{m_i/m}\,\kappa_i$, where $m_i$ are the three principal masses. The energy becomes $\hbar^2\kappa^2/2m$, and the volume element is unchanged because $m^3=m_1m_2m_3$. The velocity component is $\hbar\kappa_i/\sqrt{m_im}$. Averaging its square over directions and valley orientations gives $\hbar^2\kappa^2/(3mm_c)$, with $1/m_c=\tfrac13\sum_i1/m_i$, in place of $\hbar^2\kappa^2/3m^2$. The coefficient is multiplied by $m/m_c=0.321/0.258=1.24$.

The scattering strength in silicon also depends on the direction of $\mathbf q$, and shear waves contribute. Suppose the valley shifts by 1.1 eV per unit dilatation and by a further 9 to 10.5 eV per unit strain along its axis, with a shear elastic constant of 65 to 80 GPa. The acoustic absorption at 1550 nm is then about 0.74 to 1.08 times the value for constant $\Xi=9$ eV on the same ellipsoids. A strength that depends only on the direction of $\mathbf q$, and not on its size, leaves the limiting power 3/2 unchanged.

**Q.** And at 0.8 eV above the minimum, is there still a parabola?

**A.** Not a reliable one. A simple correction is $E(1+aE)=\hbar^2k^2/2m$. The final-state factor, density of states times squared velocity, is proportional to $k^2\,dE/dk$. Since $dE/dk=\hbar^2k/[m(1+2aE)]$, it changes by $(1+aE)^{3/2}/(1+2aE)$. For $a=0.5\ \mathrm{eV^{-1}}$ this is 0.92. But the final wavevector, $2.6\ \mathrm{nm^{-1}}$ for the mean mass $m$ and $4.4\ \mathrm{nm^{-1}}$ along the valley axis, exceeds the distance of $1.74\ \mathrm{nm^{-1}}$ from the valley to the zone-boundary point X. The factor 0.92 indicates a size and does not bound the error.

**Q.** Are acoustic phonons even the main cause of absorption?

**A.** Not with these parameters. A phonon of energy $\varepsilon_p$ that moves an electron to another valley couples through a constant $D$ times the displacement. With $N_p$ its thermal occupation and $Z$ the number of final valleys, the squared element times volume is $Z\hbar^2D^2/(2\rho\varepsilon_p)$ times $N_p+1$ or $N_p$. For cold carriers the final kinetic energy is $\hbar\omega\mp\varepsilon_p$, and the factors $k'^2$ and $g$ give its power 3/2. The ratio to acoustic absorption is

$$\frac{Z\hbar^2D^2}{2\rho\varepsilon_pC}\left[(N_p+1)\left(1-\frac{\varepsilon_p}{\hbar\omega}\right)^{3/2}+N_p\left(1+\frac{\varepsilon_p}{\hbar\omega}\right)^{3/2}\right].$$

Scattering to the opposite valley, with $D=1.1\times10^9$ eV/cm and 62 meV, gives 1.6. Scattering to the four others, with $2\times10^8$ eV/cm and 59 meV, gives 0.22. These values of $D$ are rough. Far above threshold both processes follow $\lambda^{3/2}$ too, so that power does not identify acoustic phonons.

**Q.** What about the dopants?

**A.** An ionised impurity has a Coulomb element proportional to $1/q^2$. For $N$ impurities per unit volume the strength replacing $C$ is $N(e^2/\varepsilon q^2)^2$, with $\varepsilon$ the static permittivity. At $q^2=2m\omega/\hbar$ it is 0.3 per cent of $C$, and the extra $q^{-4}\propto\omega^{-2}$ gives the power $\lambda^{7/2}$. Both results treat the Coulomb potential as weak (the Born approximation). A thermal electron is slow enough for a positive donor to draw it in, which strengthens the absorption. With exact Coulomb wavefunctions for unscreened donors, this part is about 1 per cent of the acoustic absorption at 1550 nm, and its local exponent is near 3.3. It is still minor here. Degeneracy is also minor: $N$ is 0.4 per cent of the effective density of states.

**Q.** Is there any absorption that needs no scattering at all?

**A.** Yes, a direct transition to the next conduction band. Near X, two parabolas with minima at $k_z=\pm k_0$ cross. They differ in energy by $2\hbar^2k_0|k_z|/m_l$, which is 0.50 eV at the valley. A coupling $\hbar^2k_xk_y/M$, with $M=0.235\,m_0$ as a rough value, mixes them. For small mixing the interband velocity is $\hbar k_y/M$ along $x$ and $\hbar k_x/M$ along $y$. Since $\langle k_x^2\rangle=\langle k_y^2\rangle=m_tk_BT/\hbar^2$, its mean square over polarisations is $\overline{v^2}=2m_tk_BT/3M^2$.

The photon vertex is now $eA_0v/2$. The golden rule and $A_0=E_0/\omega$ give

$$\alpha_{\rm dir}=\frac{2N\hbar\omega}{n\varepsilon_0cE_0^2}\cdot\frac{2\pi}\hbar\cdot\frac{e^2E_0^2}{4\omega^2}\,\overline{v^2}P
=\frac{\pi Ne^2\,\overline{v^2}\,P}{n\varepsilon_0c\,\omega},$$

where $P$ is the probability per unit energy that a carrier's gap equals $\hbar\omega$. Thermal motion along $k_z$ makes this a Gaussian of width 0.16 eV. At 0.80 eV the estimate is $0.20\ \mathrm{cm^{-1}}$, nearly eight times the acoustic part. Keeping the mixing in the band energies and in the gap, instead of treating it as small, raises this by about 10 per cent, to $0.22\ \mathrm{cm^{-1}}$.

**Q.** Then how should a silicon designer read your $0.026\ \mathrm{cm^{-1}}$?

**A.** As one contribution, not as the loss of a doped waveguide. Measured absorption in n-type silicon at this wavelength and density is, roughly, several tenths of $\mathrm{cm^{-1}}$ to $1\ \mathrm{cm^{-1}}$. The model's mobility, 2140 $\mathrm{cm^2/Vs}$, also exceeds the rough room-temperature value of 1400 for lightly doped silicon, as one expects when other scattering is left out. The assumption of a single band scattered by acoustic phonons alone fails most: the direct transition adds an estimated $0.20\ \mathrm{cm^{-1}}$, and the two intervalley processes estimated above add about $0.05\ \mathrm{cm^{-1}}$. These estimates use simplified bands, and their sum is not a prediction of the measured loss.

**Q.** Could I recover the 3/2 law by going to longer wavelengths, away from the direct transition?

**A.** Not at 300 K. By the formula above, the direct absorption peaks near 0.44 eV, a little below the 0.50 eV gap at the valley because of the factor $1/\omega$. It therefore first grows as the wavelength increases from 1550 nm. By the formula above it is still larger at 5000 nm than at 1550 nm, because 0.25 eV is nearer to 0.50 eV than 0.80 eV is, and $\alpha_{\rm dir}$ also contains $1/\omega$. These are properties of the two-parabola model: the band measured in n-type silicon lies roughly at 2.3 µm (0.54 eV), so the model places the peak somewhat low and may overstate the long-wavelength tail. Longer wavelengths also lower $x$. At 5000 nm the photon energy is already down to 0.25 eV and the acoustic exponent is 1.82, yet 0.25 eV is still above the crossing at X, which lies about $0.50/4=0.125$ eV above the minimum in the two-parabola model. The law needs

$$\hbar v_s\sqrt{\frac{2m\omega}{\hbar}}\ll k_BT\ll\hbar\omega,$$

and $\hbar\omega$ must also stay within the energy range where the band is parabolic. Cooling helps the right-hand inequality and harms the left-hand one. For silicon at room temperature, these numbers leave no wavelength at which all the conditions hold well. The remaining values are in the numerical output.

## Calculated quantities

```
Temperature: 300 K; density: 1.0e+17 cm^-3
Wavelength: 1550 nm; index: 3.45
Deformation potential: 9.0 eV
Elastic constant: 166 GPa; density: 2330 kg/m^3
Masses long., trans.: 0.92, 0.19 m0
Density-of-states mass m: 0.3214 m0
Conductivity mass: 0.2583 m0
Photon energy: 0.7999 eV; kT: 25.85 meV
x = photon energy/kT: 30.94
Sound speed: 8441 m/s
Acoustic mobility of model: 2138 cm^2/Vs
Mean classical scattering rate: 2.897e+12 1/s
Two-level transfer, numeric: 0.31819
Two-level transfer, formula: 0.31886
Transfer with equal drives: 9.2e-09
alpha_inf: 0.02314 cm^-1
Thermal factor F: 1.1245
alpha, acoustic model: 0.02602 cm^-1
alpha, acoustic model: 0.1130 dB/cm
alpha, slow-sound integral: 0.02602 cm^-1
alpha, real phonon energies: 0.02648 cm^-1
alpha, classical: 0.01878 cm^-1
Quantum/classical ratio: 1.386
Exponent from integral at x = 200: 1.5185
1.5 + 15/(4x) at x = 200: 1.5188
1.5 + 15/(4x) in example: 1.6212
wavelength nm | x | alpha cm^-1 | local exponent
  1310 |  36.61 | 0.01987 | 1.5970
  1550 |  30.94 | 0.02602 | 1.6137
  2000 |  23.98 | 0.03941 | 1.6440
  3000 |  15.99 | 0.07770 | 1.7075
  5000 |   9.59 | 0.19095 | 1.8193
 10000 |   4.80 | 0.71770 | 1.9957
Sizes of neglected effects at the example wavelength:
Phonon wavevector: 2.598 1/nm
Phonon energy: 14.43 meV
Real-phonon change of alpha: 1.76 %
Anisotropic-mass factor: 1.2443
Nonparabolicity (0.5 1/eV) factor: 0.9203
g phonon: 1.1e+09 eV/cm, 62 meV
f phonon: 2.0e+08 eV/cm, 59 meV, 4 valleys
g, f absorption/acoustic: 1.563, 0.224
Impurity/acoustic (eps 11.7): 0.00260
Density/effective density of states: 0.00364
Valley distance from X: 1.736 1/nm
Band-mixing mass: 0.235 m0
Next-band gap, width: 0.499, 0.161 eV
Direct interband alpha: 0.2020 cm^-1
Direct interband/acoustic: 7.76
```
